\section*{Proper and Improper Piezoelectric Tensors and the Charge of Wurtzite Interfaces}

\section*{Setting and conventions}

An insulating crystal has lattice vectors $\mathbf R_a$ ($a=1,2,3$) and cell volume $\Omega$. Atomic units are used in the algebra, with the elementary charge equal to $1$. A small homogeneous deformation moves every lattice point by
\begin{equation}
r_j\to r_j+\epsilon_{jk}r_k ,
\end{equation}
where repeated Cartesian indices are summed and $\epsilon_{jk}$ need not be symmetric. Atoms inside the cell follow the strain in a definite, smooth way, the macroscopic electric field is zero and the gap stays open. Electrons are spin paired and time-reversal symmetry holds, so that the occupied states can be represented by localized Wannier functions.

Let $x_{s,a}$ be the reduced coordinates of the ion cores, with charges $Z_s$, and $w_{n,a}$ those of the centres of the doubly occupied Wannier functions. The formal polarization is
\begin{equation}
P_i=\frac1\Omega\sum_a\phi_aR_{a,i},\qquad
\phi_a=\sum_sZ_sx_{s,a}-2\sum_nw_{n,a}. \label{P}
\end{equation}
The \emph{improper} tensor is the plain derivative $c_{ijk}=\partial P_i/\partial\epsilon_{jk}$. The \emph{proper} tensor describes the charge that flows relative to the deforming lattice:
\begin{equation}
e_{ijk}=\frac1\Omega\sum_a\frac{\partial\phi_a}{\partial\epsilon_{jk}}R_{a,i}. \label{e}
\end{equation}

\section*{(a) What is ambiguous, and what flows?}

\emph{Show that $\phi_a$ is defined modulo an integer, but that its strain derivative is unique. Give $\phi_a$ a meaning as a charge.}

\textbf{Solution.} Describing an ion by its copy in another cell changes $x_{s,a}$ by an integer $m_a$, and $\phi_a$ by $Z_sm_a$. Doing so for a Wannier function changes $\phi_a$ by $-2m_a$. Both changes are integers. An integer cannot vary under a continuous strain, so its derivative is zero.

For the charge, take the cell face spanned by $\mathbf R_2$ and $\mathbf R_3$. Its area vector is $\mathbf R_2\times\mathbf R_3$, and
\begin{equation}
\mathbf P\cdot(\mathbf R_2\times\mathbf R_3)
=\frac{\phi_1}{\Omega}\,\mathbf R_1\cdot(\mathbf R_2\times\mathbf R_3)=\phi_1,
\end{equation}
because the other two terms vanish. Thus $d\phi_a$ is the charge crossing a face that moves with the lattice.

This flow can be found without naming any position. Let $u_n(\kappa)$ be the cell-periodic occupied states in reduced coordinates, with $\kappa\in[0,2\pi]$ along direction $a$, and let $\lambda$ be a strain component. After averaging over the transverse wave vectors,
\begin{equation}
\sum_nw_{n,a}=\frac1{2\pi}\int_0^{2\pi}\!d\kappa\sum_n i\langle u_n|\partial_\kappa u_n\rangle .
\end{equation}
Differentiate and integrate the term $\langle u_n|\partial_\kappa\partial_\lambda u_n\rangle$ by parts. The boundary terms cancel, since $u_n(2\pi)$ and $u_n(0)$ differ by a factor that does not depend on strain in reduced coordinates. Hence
\begin{align}
\partial_\lambda\sum_nw_{n,a}
&=\frac1{2\pi}\int d\kappa\sum_n i\big[\langle\partial_\lambda u_n|\partial_\kappa u_n\rangle
-\langle\partial_\kappa u_n|\partial_\lambda u_n\rangle\big]\nonumber\\
&=-\frac1\pi\int d\kappa\sum_n\mathrm{Im}\,\langle\partial_\lambda u_n|\partial_\kappa u_n\rangle. \label{flow}
\end{align}
The bracket is a number minus its complex conjugate, which gives the last line. First-order perturbation theory supplies the derivatives from matrix elements between occupied and empty states; the occupied--occupied parts have a real sum and drop out. No choice of branch enters.

A rigid rotation changes no reduced coordinate, so $d\phi_a=0$ for antisymmetric $\epsilon_{jk}$. Therefore $e_{ijk}=e_{ikj}$.

\section*{(b) How are the two tensors related?}

\emph{Derive the relation, find the effect of a change of branch, and specialize to wurtzite with its polar axis along 3.}

\textbf{Solution.} To first order $d\Omega=\Omega\,d\epsilon_{ll}$ and $dR_{a,i}=d\epsilon_{il}R_{a,l}$. The product rule applied to (\ref{P}) gives
\begin{equation}
dP_i=-P_i\,d\epsilon_{ll}+d\epsilon_{il}P_l+\frac1\Omega\sum_ad\phi_a R_{a,i}.
\end{equation}
Write $d\epsilon_{ll}=\delta_{jk}d\epsilon_{jk}$ and $d\epsilon_{il}P_l=\delta_{ij}P_kd\epsilon_{jk}$, and compare coefficients of $d\epsilon_{jk}$:
\begin{equation}
c_{ijk}=e_{ijk}+\delta_{ij}P_k-\delta_{jk}P_i. \label{relation}
\end{equation}

A change of branch adds $Q_i=\Omega^{-1}\sum_am_aR_{a,i}$ to $P_i$, with fixed integers $m_a$. By part (a) $e_{ijk}$ is unchanged, while
\begin{equation}
\Delta c_{ijk}=\delta_{ij}Q_k-\delta_{jk}Q_i. \label{branch}
\end{equation}
For $i=j\neq k$ this equals $Q_k$. Every nonzero $\mathbf Q$ therefore alters some component of the improper tensor: of the two tensors, the proper one alone is branch independent. Individual improper components can still be invariant.

In wurtzite the symmetry allows a branch with $\mathbf P=(0,0,P_3)$, which is used here. With $e_{31}=e_{311}=e_{322}$, $e_{33}=e_{333}$ and $e_{15}=e_{113}=e_{131}$, equation (\ref{relation}) gives
\begin{align}
c_{311}&=e_{31}-P_3, & c_{333}&=e_{33},\nonumber\\
c_{113}&=e_{15}+P_3, & c_{131}&=e_{15}. \label{wz}
\end{align}
The first correction is dilution: the same charge per cell is spread over a larger area. Stretching along the axis leaves that area alone, so the two terms cancel in $c_{333}$. For a rotation, $\epsilon_{13}=-\epsilon_{31}=\theta$, one finds $dP_1=\theta(c_{113}-c_{131})=\theta P_3$. This is the turning of the vector $\mathbf P$, with no current relative to the lattice.

\section*{(c) What charge sits at a coherent interface?}

\emph{A substrate $S$ lies below a layer $L$, stacked along $+3$ with common in-plane cell area $A_S$. Find the interface charge $\sigma$ at zero field.}

\textbf{Solution.} Multiply the charge density by a window $w(z)$ that rises linearly from $0$ to $1$ over $N$ periods $c_S$ deep in $S$, equals $1$ across the interface, and falls to $0$ over $N$ periods $c_L$ deep in $L$. This averages the position of each cut over whole periods, which removes the microscopic oscillations and leaves $\sigma A_S$.

Divide the charge into ion cores and Wannier functions. Where $w$ is linear, each object contributes its charge times $w$ at its centre. Objects at a kink give a correction of order $1/N$. The two ends of a ramp lie whole periods apart in the same bulk, so their corrections are equal and opposite and cancel; even a ramp of one period is enough. A neutral bulk cell of $S$ has dipole $\Omega P_3=\phi_Sc_S$ along the axis, where $\phi_S$ denotes its $\phi_3$. In the rising ramp, of slope $1/(Nc_S)$, it contributes $\phi_S/N$; the $N$ cells contribute $\phi_S$. The falling ramp contributes $-\phi_L$. Neutral cells with $w=1$ give nothing, and the objects left over near the interface have an integer total charge $m$:
\begin{equation}
\sigma A_S=\phi_S-\phi_L(\epsilon)+m. \label{sigma}
\end{equation}

If $L$ can be deformed continuously into $S$ with the interface insulating throughout, $m$ cannot jump. At the end of the path the crystal is uniform, so $\sigma=0$ and $\phi_L=\phi_S$ on continuously connected branches. Hence $m=0$. A metallic interface, free carriers or charged defects break this argument.

In real layers $\sigma$ is the source of fields. With linear susceptibilities $\chi$ added on each side, Gauss's law gives $(1+4\pi\chi_L)E_L-(1+4\pi\chi_S)E_S=4\pi\sigma$.

\section*{(d) Which tensor enters for each reference?}

\emph{Expand $\sigma$ to first order in the strain of the layer, with $\epsilon_1,\epsilon_2$ in plane and $\epsilon_3$ along the axis. Do this per cell, and then with effective polarizations measured from a planar hexagonal or a cubic zincblende reference.}

\textbf{Solution.} Let $A_L$, $\phi_L$ and all layer constants refer to the relaxed layer. Of the three lattice vectors, $\mathbf R_3$ alone has a component along the axis, and $R_{3,3}/\Omega=1/A_L$. Equation (\ref{e}) then gives
\begin{equation}
\phi_L(\epsilon)\simeq\phi_L+A_L\big[e_{31}(\epsilon_1+\epsilon_2)+e_{33}\epsilon_3\big]. \label{phi}
\end{equation}
Inserted in (\ref{sigma}) with $m=0$, this is the answer per interface cell. It contains the proper tensor and no reference.

Per unit area, define $P^R=(\phi-\phi_R)/A$, where the reference has the same in-plane cell as the crystal and a strain-independent $\phi_R$. Since $A\simeq A_L(1+\epsilon_1+\epsilon_2)$,
\begin{equation}
P_L^R(\epsilon)\simeq P_L^R+(e_{31}-P_L^R)(\epsilon_1+\epsilon_2)+e_{33}\epsilon_3. \label{eff}
\end{equation}
The constant has the improper form, built with the \emph{effective} polarization.

\textbf{Planar hexagonal reference ($H$).} Cations and anions share mirror planes. Their ionic dipoles cancel, and the mirror puts the mean electronic centre in the plane, so $\phi_H=0$ on the branch used here. Then $P^H$ is the formal polarization and
\begin{equation}
\sigma\simeq P_S^H-P_L^H-(e_{31}-P_L^H)(\epsilon_1+\epsilon_2)-e_{33}\epsilon_3. \label{H}
\end{equation}

\textbf{Zincblende rescaled to the common in-plane lattice ($Z$).} Take nominal ion charges $\pm3$. The occupied states form a closed shell derived from the anion, and tetrahedral symmetry pins its centre on the anion site. In each bilayer of height $h$ the cation plane lies $h/4$ above the nearest anion plane, so the dipole per area is $3(h/4)/(Ah)$ per unit height, and $\phi_Z=3/4$. This holds for every cubic lattice constant. On both sides the reference polarization is $\phi_Z/A_S$ and cancels:
\begin{equation}
\sigma\simeq P_S^Z-P_L^Z-(e_{31}-P_L^Z)(\epsilon_1+\epsilon_2)-e_{33}\epsilon_3. \label{Z}
\end{equation}
The reference must be rescaled as a cube. Zincblende strained along $[111]$ is itself piezoelectric, and symmetry no longer fixes its $\phi$.

\textbf{Zincblende fixed at each material's relaxed in-plane lattice.} Now a constant $\phi_Z/A_L$ is subtracted from the layer at all strains. The slope is that of the formal polarization, $e_{31}-P_L^H$, and the two references do not cancel:
\begin{align}
\sigma\simeq{}&P_S^Z-P_L^Z-(e_{31}-P_L^H)(\epsilon_1+\epsilon_2)-e_{33}\epsilon_3\nonumber\\
&+\phi_Z\left(\frac1{A_S}-\frac1{A_L}\right). \label{fixed}
\end{align}

Using the bare $e_{31}$ in (\ref{H}) or (\ref{Z}) shifts $\sigma$ by $-P_L^R(\epsilon_1+\epsilon_2)$. This is a first-order error in both cases, but its size follows $P_L^R$. The proper constant is therefore a fair approximation with the rescaled zincblende reference when $P_L^Z$ is small compared with $e_{31}$, and a poor one with the planar reference when $P_L^H$ is comparable with $e_{31}$, as in the model below.

\section*{(e) Does a direct count of charge agree?}

\emph{Evaluate the formulas for a model layer compressed onto a substrate, and compare with the charge found in a superlattice.}

\textbf{Solution.} The crystals are tight-binding models with one cation $s$ orbital, three anion $p$ orbitals and core charges $+3$. The $s$ and $p$ levels are $\pm4$~eV in the substrate and $\pm3$~eV in the layer. Hopping is $2.0$~eV times the direction cosine at $1.95$~\AA, decays exponentially over $0.6$~\AA\ and is cut off at $3.6$~\AA. There is no electron--electron interaction and hence no screening field. The lattice constants $(a,c)$ are $(3.20,5.15)$~\AA\ and $(3.23,5.17)$~\AA.

The internal parameter $u$ makes the axial bond $uc$ equal to the three others:
\begin{equation}
u^2c^2=\frac{a^2}{3}+\left(\tfrac12-u\right)^2c^2
\quad\Rightarrow\quad u=\frac14+\frac{a^2}{3c^2}.
\end{equation}
Internal displacements induced by shear are held at zero.

In this model $m=0$ can be shown. Hopping connects $s$ to $p$ orbitals, all $s$ levels are at least $3$~eV and all $p$ levels at most $-3$~eV. By the variational principle for eigenvalues, there are at least as many states above $3$~eV as $s$ orbitals, and at least as many below $-3$~eV as $p$ orbitals. The gap is thus at least $6$~eV along any path joining the two materials within these level ranges; the superlattice has $6.03$~eV.

\emph{Tensors.} For the relaxed layer $A_L=9.035$~\AA$^2$, $\phi_L=0.7212$ and $P_L^H=0.07982$~$e$/\AA$^2$. In a tight-binding basis the orbitals ride on their atoms. The flow (\ref{flow}), evaluated from the expansion coefficients $c_{ni}$ with Bloch phases taken at the unstrained sites, must then be supplemented by the motion of the orbitals, which is the wave-vector average of $\sum_{n,i}|c_{ni}|^2\,\partial_\lambda x_{i,a}$, with $x_{i,a}$ the reduced position of orbital $i$. Without this term $e_{31}$ and $e_{33}$ come out with the wrong sign. With it, linear response gives $e_{31}=-0.07505$, $e_{33}=0.15057$ and $e_{15}=0.02323$~$e$/\AA$^2$. Equation (\ref{wz}) then predicts
\begin{equation}
c_{311}=-0.07505-0.07982=-0.15487~e/\text{\AA}^2,
\end{equation}
against $-0.15488$ from differences of Berry phases. All 27 components were tested in this way and agree to $2\times10^{-7}$~$e$/\AA$^2$.

Describing one cation core in a cell displaced by $\mathbf R_1+\mathbf R_3$ adds $3$ to $\phi_3$. By (\ref{branch}), $c_{311}$ must change by $-3/9.035=-0.3320$, and it does, to $-0.4869$~$e$/\AA$^2$. In the three strain columns tested, the proper components change by less than $10^{-7}$~$e$/\AA$^2$.

The signs of $e_{31}$ and $e_{33}$ come from the ions. With the core and shell of each anion counted as a charge $-3$, $\phi=3-6u$. Its derivatives are $-2a^2/c^2=-0.781$ with respect to $\epsilon_1$ and $4a^2/c^2=1.561$ with respect to $\epsilon_3$. Divided by $A_L$ they give $-0.086$ and $0.173$~$e$/\AA$^2$; the shift of the electron shells off the anions reduces both magnitudes by about $13\%$.

\emph{Interface.} Matching the substrate requires $\epsilon_1=\epsilon_2=(3.20-3.23)/3.23=-0.009288$. The model sets $\epsilon_3=-\epsilon_1/2=0.004644$. With $A_S=8.868$~\AA$^2$ and $\phi_S=0.72844$, the strained layer has $\phi_L(\epsilon)=0.73985$, so (\ref{sigma}) gives $-0.01141$~$e$ per cell. Counting charge in the superlattice gives the same value to the printed $10^{-6}$~$e$, or
\begin{equation}
\sigma=-0.001286~e/\text{\AA}^2=-0.0206~\text{C/m}^2 .
\end{equation}

For the first-order formulas, in units of $10^{-3}$~$e$/\AA$^2$, the common axial term is $-e_{33}\epsilon_3=-0.699$. With each term rounded, which can change the last digit of the sum, equations (\ref{H}), (\ref{Z}) and (\ref{fixed}) read
\begin{align}
H:&\quad 2.318-2.877-0.699=-1.258,\nonumber\\
Z\text{ rescaled}:&\quad 0.754-1.335-0.699=-1.280,\nonumber\\
Z\text{ fixed}:&\quad 0.754-2.877-0.699+1.564=-1.258.
\end{align}
The per-cell form gives $-1.319$. All four lie within $3\%$ of the counted charge. The remainder is of second order: for the formal polarization of the layer, halving the strain reduces the error of the linear formula by a factor $4.04$.

With the planar reference and the bare proper constant, the result is $+0.224$, which has the wrong sign. The shift is the predicted $-P_L^H(\epsilon_1+\epsilon_2)=0.07982\times0.018576=1.483\times10^{-3}$. Omitting the last term of (\ref{fixed}) gives $-2.822$, more than twice the counted magnitude.

The zincblende reference with the bare proper constant gives $-1.340$, about $4\%$ too large in magnitude. Here $P_L^Z=-0.00319$~$e$/\AA$^2$ is small, and the shift caused by the bare constant, $-0.059$, is less than twice the largest second-order error found above, $0.033$. This interface alone is therefore a weak test of $e_{31}$ against $e_{31}-P_L^Z$. The slope of $P_L^Z$ with respect to $\epsilon_1+\epsilon_2$ at zero strain is a sharp one: it is $-0.07187$~$e$/\AA$^2$, equal to $-0.07505+0.00319$ within rounding. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
substrate a, c: 3.20, 5.15 angstrom
substrate s, p levels: 4.0, -4.0 eV
layer a, c: 3.23, 5.17 angstrom
layer s, p levels: 3.0, -3.0 eV
hopping 2.0 eV at 1.95 angstrom, decay 0.6 angstrom
hopping cutoff: 3.6 angstrom
substrate u: 0.37870
relaxed layer u: 0.38011
coherent layer u: 0.37652
substrate cell area: 8.86810 angstrom^2
relaxed layer cell area: 9.03516 angstrom^2
phi substrate: 0.72844 e
phi relaxed layer: 0.72122 e
phi coherent layer: 0.73985 e
phi planar reference: 0.00000 e
phi zincblende reference: 0.75000 e
phi change on finer mesh: 2.8e-09 e
P_H substrate: 0.082142 e/angstrom^2
P_H layer: 0.079824 e/angstrom^2
P_Z substrate: -0.002431 e/angstrom^2
P_Z layer: -0.003185 e/angstrom^2
proper e31: -0.075053 e/angstrom^2
proper e33: 0.150565 e/angstrom^2
proper e15: 0.023229 e/angstrom^2
improper c31, H branch: -0.154877 e/angstrom^2
improper c31, moved-ion branch: -0.486913 e/angstrom^2
improper c33: 0.150565 e/angstrom^2
improper c113: 0.103053 e/angstrom^2
improper c131: 0.023229 e/angstrom^2
slope of P_H per eps1: -0.154877 e/angstrom^2
slope of P_Z per eps1: -0.071868 e/angstrom^2
largest tensor mismatch: 1.7e-07 e/angstrom^2
branch change of proper: 8.3e-08 e/angstrom^2
largest branch change of improper: 0.33204 e/angstrom^2
eps1 = eps2: -0.009288
eps3: 0.004644
superlattice gap: 6.032 eV
counted charge per cell: -0.011408 e
bulk phi difference: -0.011408 e
counted sigma: -0.001286 e/angstrom^2
counted sigma: -0.02061 C/m^2
linear: per cell, proper: -0.001319 e/angstrom^2
linear: H, improper: -0.001259 e/angstrom^2
linear: Z rescaled, own improper: -0.001281 e/angstrom^2
zincblende mismatch term: 0.001564 e/angstrom^2
linear: Z fixed, with mismatch: -0.001259 e/angstrom^2
faulty: H, proper: 0.000224 e/angstrom^2
incomplete: Z, proper: -0.001340 e/angstrom^2
faulty: Z fixed, no mismatch: -0.002822 e/angstrom^2
residual ratio, full/half strain: 4.044
\end{verbatim}
